# Quarter-Power Penetration During Parabolic Grain Growth Under Type A Conditions

## Result

A tracer enters a thick polycrystal from a surface held at constant concentration $c_s$, while the grain size grows as

$$d^2(t)=d_0^2+Kt .$$

Let $D_l$ and $D_b$ be the lattice and grain-boundary diffusivities, $\delta$ the boundary width, and

$$B=\delta(D_b-D_l),\qquad \beta=B/D_l .$$

Under persistent type A conditions the penetration depth is $L=2\sqrt{\Theta}$, with

$$\Theta(t)=\int_0^t D_{\rm eff}(t')\,dt'=D_l t+\frac{2B}{K}(d-d_0). \tag{1}$$

When $d_0\ll d\ll\beta$, this becomes

$$L\simeq 2\sqrt{2B}\left(\frac{t}{K}\right)^{1/4}. \tag{2}$$

The quarter power is an intermediate law. For any $D_l>0$ the first term of (1) finally overtakes the second, and $L$ returns to growth as $t^{1/2}$. Formula (2) cannot simply be carried over to $D_l=0$, because, with boundary migration left out of the model, lattice diffusion alone maintains type A conditions: while boundary transport dominates, they are lost when $K\gg D_l$ and kept when $K\ll D_l$. Losing them need not change the exponent, but it does change the prefactor. Formula (2) can therefore be relied on when

$$K\ll D_l\ll B/d,\qquad d\gg d_0. \tag{3}$$

## Model and effective diffusivity

The boundaries are parallel slabs of width $\delta$, repeated with period $d$, and they run along the depth direction $x$. The grain size is the same at all depths, and $\delta$, $D_l$ and $D_b$ are constant in time. The tracer does not segregate, so at local equilibrium its concentration is equal in boundary and lattice.

Type A means that lateral diffusion has made the concentration nearly uniform across a grain at each depth. Lattice and boundary then see the same gradient $\partial c/\partial x$, and their fluxes add in proportion to their area fractions, $1-\delta/d$ and $\delta/d$:

$$D_{\rm eff}=\left(1-\frac{\delta}{d}\right)D_l+\frac{\delta}{d}D_b
=D_l+\frac{B}{d}. \tag{4}$$

For square columns of side $d\gg\delta$ the boundary area fraction is $1-(1-\delta/d)^2\simeq2\delta/d$. Then $B$ is doubled in (4), and $L$ rises by $\sqrt2$ in the quarter-power window. The slab geometry is kept below.

Solute sweeping is the transport caused by boundaries migrating through the lattice. It is neglected: the lateral profile is carried in a frame that dilates with the grains, without a migration term. Its size is estimated after the type A condition has been derived.

## Depth profile with a time-dependent diffusivity

Since $D_{\rm eff}$ depends on time but not on depth, the laterally averaged concentration obeys

$$\frac{\partial c}{\partial t}=D_{\rm eff}(t)\frac{\partial^2c}{\partial x^2}.$$

Define $\Theta$ by $d\Theta=D_{\rm eff}\,dt$ and $\Theta(0)=0$. The chain rule gives $\partial c/\partial t=D_{\rm eff}\,\partial c/\partial\Theta$. Dividing by the positive factor $D_{\rm eff}$ leaves

$$\frac{\partial c}{\partial\Theta}=\frac{\partial^2c}{\partial x^2}.$$

This is ordinary diffusion with unit diffusivity and "time" $\Theta$. For zero initial concentration and $c(0,t)=c_s$,

$$\frac{c(x,t)}{c_s}=\operatorname{erfc}\!\left(\frac{x}{2\sqrt{\Theta(t)}}\right). \tag{5}$$

The depth $L=2\sqrt\Theta$ is where $c/c_s=\operatorname{erfc}(1)\approx0.157$. Another fixed concentration level changes the prefactor of $L$ but not its dependence on time.

## Integration

From $d^2=d_0^2+Kt$ we have $2d\,dd=K\,dt$, hence $dt=(2d/K)\,dd$. The boundary part of the integral is

$$\int_0^t\frac{B}{d(t')}\,dt'
=\int_{d_0}^{d}\frac{B}{d'}\,\frac{2d'}{K}\,dd'
=\frac{2B}{K}(d-d_0).$$

Adding $D_lt$ gives (1). A second form follows from $Kt=(d-d_0)(d+d_0)$, or $(d-d_0)/K=t/(d+d_0)$:

$$\Theta=t\left(D_l+\frac{2B}{d+d_0}\right). \tag{6}$$

Equation (6) is the better form for computation, since it avoids subtracting nearly equal grain sizes when $Kt\ll d_0^2$. It also shows the limit $K\to0$ directly: $d\to d_0$ and $\Theta\to(D_l+B/d_0)t$, the result for a fixed grain size.

When $d\gg d_0$, equation (6) gives a mean boundary contribution of $2B/d$, while the instantaneous one is $B/d$. The factor two arises because the grains were smaller earlier in the anneal. Using the final $D_{\rm eff}$ for the whole anneal would therefore underestimate the penetration.

For $d\gg d_0$ we also have $d\simeq\sqrt{Kt}$. If the lattice term is negligible,

$$\Theta\simeq\frac{2B}{K}\sqrt{Kt}=2B\sqrt{\frac{t}{K}},$$

and $L=2\sqrt\Theta$ gives (2). With $B$ and $K$ held fixed, doubling the depth inside this window takes sixteen times as long.

**Time needed for a given depth.** Let the required depth be $L_*$, so that $\Theta_*=L_*^2/4$, and write $z=d-d_0$. Then $Kt=z(z+2d_0)$, and (1) multiplied by $K$ becomes

$$D_lz^2+2bz-K\Theta_*=0,\qquad b=B+D_ld_0 .$$

The positive root, rationalized to avoid cancellation, is

$$z=\frac{K\Theta_*}{b+\sqrt{b^2+D_lK\Theta_*}},
\qquad t=\frac{z(z+2d_0)}{K}. \tag{7}$$

## Local exponent and the extent of the window

The local exponent is $n=d\ln L/d\ln t$. Since $\ln L=\ln2+\tfrac12\ln\Theta$ and $d\Theta/dt=D_{\rm eff}$,

$$n=\frac{tD_{\rm eff}}{2\Theta}
=\frac12\,\frac{D_l+B/d}{D_l+2B/(d+d_0)}. \tag{8}$$

If the lattice terms are dropped,

$$n=\frac14\left(1+\frac{d_0}{d}\right). \tag{9}$$

This falls from $1/2$ at the start to $1/4$ when the initial grain size has been forgotten. The approach is slow: the excess over $1/4$, relative to $1/4$, is $d_0/d$, so a tenfold increase in grain size still leaves an excess of 10%.

With the lattice retained, divide (8) through by $D_l$ and clear the fractions:

$$2n=\frac{(d+\beta)(d+d_0)}{d(d+d_0+2\beta)}=\frac{N}{M},$$

$$N=d^2+(\beta+d_0)d+\beta d_0,\qquad M=d^2+(d_0+2\beta)d .$$

An extremum requires $N'M-NM'=0$, the primes denoting derivatives with respect to $d$. The two products are

$$\begin{aligned}
N'M&=2d^3+(3d_0+5\beta)d^2+(\beta+d_0)(d_0+2\beta)d,\\
NM'&=2d^3+(3d_0+4\beta)d^2\\
&\quad+[(\beta+d_0)(d_0+2\beta)+2\beta d_0]d+\beta d_0(d_0+2\beta).
\end{aligned}$$

Their difference is

$$N'M-NM'=\beta\left[d^2-2d_0d-d_0(d_0+2\beta)\right].$$

The bracket has one positive root,

$$d_{\min}=d_0+\sqrt{2d_0(d_0+\beta)}. \tag{10}$$

It is negative below this root and positive above it, so $n$ has a minimum there. To find the value for $\beta\gg d_0$, take $B/d$ out of the numerator of (8) and $2B/(d+d_0)$ out of the denominator:

$$n=\frac14\left(1+\frac{d_0}{d}\right)
\frac{1+d/\beta}{1+(d+d_0)/(2\beta)}
\simeq\frac14\left(1+\frac{d_0}{d}+\frac{d}{2\beta}\right). \tag{11}$$

The last form is leading order for $d_0\ll d\ll\beta$. The first correction is the memory of the initial grain size, and the second is lattice transport. At $d\simeq\sqrt{2d_0\beta}$ each equals $\sqrt{d_0/(2\beta)}$, so

$$n_{\min}\simeq\frac14\left(1+\sqrt{\frac{2d_0}{\beta}}\right). \tag{12}$$

For the exponent to come within 10% of $1/4$, this estimate requires $\beta\gtrsim200d_0$.

The lattice and boundary parts of $\Theta$ are equal when $D_l=2B/(d+d_0)$, that is, at $d=2\beta-d_0$. At much larger $d$, (8) tends to $n=1/2$ and $L\to2\sqrt{D_lt}$.

## When type A conditions persist

Lateral uniformity must be checked, since (4) rests on it. Consider a concentration component $\cos(kx)\,u(y,t)$, where $y$ runs across a grain from one boundary at $y=0$ to the next at $y=d$. In the lattice, with migration omitted,

$$\frac{\partial u}{\partial t}=D_l\frac{\partial^2u}{\partial y^2}-k^2D_lu .$$

Near lateral equilibrium the whole profile decays at the effective rate, $\partial u/\partial t\simeq-k^2D_{\rm eff}u$. Substitution gives

$$D_l\frac{\partial^2u}{\partial y^2}\simeq-k^2(D_{\rm eff}-D_l)u=-k^2\frac{B}{d}u .$$

To first order $u$ on the right can be replaced by its lateral mean $\bar u$. With $u=u_b$ at both boundaries, two integrations give

$$u-u_b=\frac{k^2B\bar u}{dD_l}\,\frac{y(d-y)}{2}.$$

The mean of $y(d-y)/2$ over the grain is $\frac1d\left(\frac{d^3}{4}-\frac{d^3}{6}\right)=\frac{d^2}{12}$. Therefore

$$\frac{\bar u-u_b}{\bar u}=\frac{k^2Bd}{12D_l}. \tag{13}$$

The boundary decays faster than the lattice and is fed by it, so its amplitude lags below the mean. Boundary transport acts on $u_b$, not on $\bar u$:

$$\frac{d\bar u}{dt}=-k^2\left(D_l\bar u+\frac Bd u_b\right).$$

Inserting (13), the factors of $d$ cancel in the correction:

$$-\frac{d\ln\bar u}{dt}=k^2D_{\rm eff}-\frac{k^4B^2}{12D_l}.$$

For an initial amplitude of one, integration gives

$$-\ln\bar u=k^2\Theta-\frac{k^4B^2t}{12D_l}. \tag{14}$$

The wavenumber that matches the penetration depth is set by $k^2\Theta=1$. The deficit of decay, relative to the type A value $k^2\Theta$, is then

$$\varepsilon=\frac{B^2t}{12D_l\Theta^2}. \tag{15}$$

In the quarter-power window $\Theta\simeq2Bt/d$, which gives $\varepsilon\simeq d^2/(48D_lt)$. The condition $D_lt\gg d^2$, a lattice diffusion length well above the grain size, is thus sufficient. For equally spaced boundaries the factor 48 also makes it cautious: at $D_lt=d^2$ the estimated deficit is only about 2%. With parabolic growth,

$$\frac{D_lt}{d^2}=\frac{D_l}{K}\left(1-\frac{d_0^2}{d^2}\right)\longrightarrow\frac{D_l}{K}.$$

The ratio saturates, so within the boundary-dominated window waiting longer does not help. If $K\ll D_l$, type A conditions are reached after $t\gg d_0^2/D_l$ and then persist, with $\varepsilon\to K/(48D_l)$ in the window. If $K\gg D_l$, the grains outgrow the lattice diffusion length and (1) is not justified as long as boundary transport matters. It becomes accurate again only late, when the lattice term dominates $\Theta$: (15) then gives $\varepsilon\to\beta^2/(12D_lt)$, which tends to zero.

The same ratio controls sweeping. The grain size changes at the rate $\dot d=K/(2d)$, so migration compared with lateral lattice diffusion is measured by

$$\frac{\dot d\,d}{D_l}=\frac{K}{2D_l}. \tag{16}$$

For an unsegregated tracer, a moving boundary exchanges material of nearly equal concentration, so sweeping acts on the small lateral differences in (13). A segregating solute is carried along even when its lattice concentration is uniform, and this argument does not cover it.

## Worked example

The parameters describe a thick nanocrystalline alloy deposit whose boundaries are slowed by solute drag, annealed at 800 K. They are round model values, not data for a particular alloy:

- $D_l=10\ \mathrm{nm^2/s}$ and $D_b=2\times10^6\ \mathrm{nm^2/s}$
- $\delta=0.5$ nm and $d_0=10$ nm
- $K=1\ \mathrm{nm^2/s}$

Hence $B=0.5(2\times10^6-10)=999\,995\ \mathrm{nm^3/s}$ and $\beta\approx10^5$ nm. The ratio $\beta/d_0\approx10^4$ leaves room for the quarter-power window, and $K/D_l=0.1$ allows type A conditions to persist.

After $t=10^5$ s (27.8 h), $d=\sqrt{100+10^5}=316.39$ nm. Equation (1) gives

$$\Theta=10\times10^5+2(999\,995)(316.39-10)
\approx6.138\times10^8\ \mathrm{nm^2},$$

and therefore $L=2\sqrt\Theta\approx49.5\ \mathrm{\mu m}$. The mean effective diffusivity is $\Theta/t\approx6138\ \mathrm{nm^2/s}$, or $6.14\times10^{-11}\ \mathrm{cm^2/s}$. The lattice supplies $10^6\ \mathrm{nm^2}$ of $\Theta$, about 0.16%.

| $t$ (s) | $d$ (nm) | $L$ (µm) | $n$ |
|---:|---:|---:|---:|
| $10^2$ | 14.1 | 5.76 | 0.427 |
| $10^3$ | 33.2 | 13.6 | 0.325 |
| $10^4$ | 100.5 | 26.9 | 0.275 |
| $10^5$ | 316 | 49.5 | 0.258 |
| $10^6$ | 1000 | 89.2 | 0.254 |

At $10^5$ s, (11) gives $n\simeq\frac14(1+0.0316+0.0016)=0.258$, so most of the remaining excess over $1/4$ comes from the initial grain size. The pure quarter-power formula (2) gives $50.3\ \mathrm{\mu m}$, 1.5% above the full result.

Two shortcuts do worse. Holding the grain size at $d_0$ gives $200\ \mathrm{\mu m}$, four times too deep. Using the final $D_{\rm eff}=3171\ \mathrm{nm^2/s}$ throughout multiplies $L$ by $\sqrt{3171/6138}=0.72$, an underestimate of 28%.

The exponent reaches its minimum of 0.2535 at $d\approx1420$ nm and $t\approx2.0\times10^6$ s. The lattice and boundary parts of $\Theta$ become equal only at $d\approx2\times10^5$ nm and $t\approx4\times10^{10}$ s. That time has no practical meaning for an anneal, but it fixes the order of the limits: the model's final exponent is $1/2$.

**Numerical tests.** The depth equation was solved with the time-dependent $D_{\rm eff}$, a constant surface concentration and no initial tracer. At $10^5$ s it gave $L=49.55\ \mathrm{\mu m}$, and between $5\times10^4$ and $2\times10^5$ s an average exponent of 0.2584, in agreement with (5) and (8). This tests the transformation and the integration, but not lateral equilibrium.

Lateral equilibrium was tested by resolving the concentration across a dilating grain, starting from a uniform profile, with $k^2\Theta=1$ at $10^5$ s. The deficit was 0.220%, against 0.221% from (15). With $D_l$ lowered to $0.001\ \mathrm{nm^2/s}$, the other material parameters held fixed and $k$ reset to keep $k^2\Theta=1$, the deficit was 84%. Lattice diffusion then no longer evens out the lateral profile. Migration was omitted although $K/(2D_l)=500$ in that case, so the 84% describes only the migration-free model. Boundaries that sweep through the lattice take up the tracer in turn: if they are given a uniform drift $\dot d$ relative to the material, the deficit falls to about 21%, and it lies between 12% and 35% for drifts from $2\dot d$ to $\dot d/2$. For $K\gg D_l$ the true penetration therefore depends on how the boundaries migrate, and it can lie much closer to (1) than the 84% suggests. The values of the migration-free tests are in the numerical output.

## Use for real deposits

The value of $K$ needs the most scrutiny. The example assumes $K/D_l=0.1$, that is, boundaries that migrate slowly. Where grains coarsen so freely that $K$ is far above $D_l$, the present result should not be used. For a drag-stabilized alloy, $K$ and $D_l$ should both be known at the annealing temperature, and growth should be confirmed to be parabolic, before (2) is applied. If instead $d\propto t^{1/m}$ with $m>1$, dominant boundary transport under type A conditions gives $\Theta\propto t^{1-1/m}$ and $L\propto t^{(1-1/m)/2}$. The quarter power belongs to $m=2$, while $m=4$ would give $t^{3/8}$. The deposit must also be thick: at $2L\approx100\ \mathrm{\mu m}$ the profile (5) has fallen to about 0.5% of $c_s$, so a thinner deposit needs a condition at its far face.

Stagnation of grain growth can change the depth considerably. Suppose growth stops at 100 nm, which is reached at 9900 s, with all other parameters unchanged. Afterwards $D_{\rm eff}$ is constant, and

$$\Theta(10^5\,{\rm s})=\Theta(9900\,{\rm s})+D_{\rm eff}(9900\,{\rm s})\times90\,100\,{\rm s}.$$

This gives $L=65.8\ \mathrm{\mu m}$, 33% deeper than with continued growth. After growth stops, $L^2$ increases linearly in time, and the local exponent rises gradually towards $1/2$.

The other estimates are smaller. The sweeping parameter (16) is 0.05, and for this tracer it multiplies lateral differences that are themselves small. For equal grains, the $k^4$ term of (14) adds $\varepsilon\Theta^2\,\partial^4c/\partial x^4$ to the profile (5). This moves the $\operatorname{erfc}(1)$ level by $\Delta L/L\simeq-\varepsilon/4$, about $-0.055\%$ for the deficit of 0.22%. A spread of grain sizes makes the error several times larger. For lognormal boundary spacings with a relative spread of 0.3 to 0.6, fixed in the dilating frame, a second-order estimate gives deficits of about 0.7% to 2% and errors in $L$ of about 0.2% to 0.5%, and these fall more slowly than $K/D_l$. Before about $d_0^2/D_l=10$ s type A conditions have not been established, but that interval supplies only 0.16% of the calculated $\Theta$ at $10^5$ s.

Temperature enters through competing effects. Let $D_b$ and $K$ have activation energies $Q_b$ and $Q_K$, with $\delta$ and $d_0$ fixed. When boundary transport dominates, $\Theta\simeq2\delta D_b(d-d_0)/K$. At fixed time, $\partial d/\partial\ln K=Kt/(2d)$, so

$$\frac{\partial\ln\Theta}{\partial\ln K}
=-1+\frac{Kt}{2d(d-d_0)}
=-1+\frac{d+d_0}{2d}
=-\frac12\left(1-\frac{d_0}{d}\right).$$

Since $L\propto\Theta^{1/2}$, its apparent activation energy is

$$Q_L=\frac{Q_b}{2}-\frac{Q_K}{4}\left(1-\frac{d_0}{d}\right). \tag{17}$$

Faster boundary diffusion deepens the profile, while faster grain growth removes boundaries. For assumed energies $Q_b=1.2$ eV and $Q_K=2.0$ eV, the limit $d\gg d_0$ gives $Q_L=0.1$ eV. With a lattice activation energy of 2.0 eV included, an anneal 10 K hotter increases $L$ at $10^5$ s by 2.1%. This weak dependence results from the near cancellation of the chosen energies. If $Q_K>2Q_b$, the limiting $Q_L$ is negative. A slightly hotter anneal of the same duration then gives a shallower profile once $Q_K(1-d_0/d)>2Q_b$, provided the lattice contribution is negligible.

## Values computed for the example and the checks

```
Lattice diffusivity D_l = 10 nm^2/s
Boundary diffusivity D_b = 2e+06 nm^2/s
Boundary width delta = 0.50 nm
Initial grain size d0 = 10.0 nm
Growth constant K = 1 nm^2/s
Boundary strength B = 999995 nm^3/s
Length beta = B/D_l = 99999.5 nm
Growth time d0^2/K = 100 s
t [s] | d [nm] | D_eff [nm^2/s] | Theta [nm^2] | L [um] | exponent
1e+02 | 14.14 | 70720 | 8.2852e+06 | 5.757 | 0.4268
1e+03 | 33.17 | 30161 | 4.6342e+07 | 13.615 | 0.3254
1e+04 | 100.50 | 9960.3 | 1.811e+08 | 26.914 | 0.2750
1e+05 | 316.39 | 3170.7 | 6.1377e+08 | 49.549 | 0.2583
1e+06 | 1000.05 | 1009.9 | 1.9901e+09 | 89.221 | 0.2537
Anneal time for the main result = 1e+05 s = 27.78 h
Mean D_eff over anneal = 6137.7 nm^2/s
Same mean D_eff = 6.138e-11 cm^2/s
L from depth-diffusion solution = 49.551 um
Exponent from that solution, t_end/2 to 2 t_end = 0.2584
L from pure quarter-power law = 50.297 um
L with grain size fixed at d0 = 200.009 um
Smallest exponent = 0.25352
Smallest exponent, large-beta estimate = 0.25354
Grain size at smallest exponent = 1424.3 nm
Time at smallest exponent = 2.028e+06 s
Grain size at equal lattice and boundary parts = 199989 nm
Time at equal lattice and boundary parts = 4e+10 s
Exponent at 1e14 s (formal limit check) = 0.4951
K/D_l = 0.100
Type A ratio sqrt(D_l t)/d at anneal end = 3.161
Lateral deficit, simulation = 0.2204 percent
Lateral deficit, formula = 0.2212 percent
Window limit K/(48 D_l) = 0.2083 percent
Slow-lattice test D_l = 0.001 nm^2/s
Lateral deficit in slow-lattice test = 84.1 percent
Sweeping parameter K/(2 D_l) = 0.050
Early non-type-A time d0^2/D_l = 10 s
Share of Theta from that early time = 0.159 percent
Assumed stagnation grain size = 100.0 nm, reached at 9900 s
L at anneal end with that stagnation = 65.787 um
Temperature = 800 K; Q_l, Q_b, Q_K = 2.0, 1.2, 2.0 eV
Apparent activation energy of L in window = 0.1016 eV
Change of L for a 10 K hotter anneal = 2.10 percent
```
